# Magnetic circular dichroism: A, B, C terms and Kramers doublet saturation, part 1

(Sections cited here and not found follow in the later parts.)

## 1. What symmetry and units allow

A molecule is held at a fixed orientation in a static field $\mathbf B=B\mathbf n$, and light travels along the same unit vector $\mathbf n$. The quantity wanted is $\Delta\sigma=\sigma_L-\sigma_R$, the difference of the absorption cross-sections for left and right circular light at photon energy $E$. Only electric-dipole absorption is kept, and the molecules are dilute, so that no refractive-index or local-field factor appears.

The electron's magnetic moment is $-\mu_B(\mathbf L+g_e\mathbf S)/\hbar$, so the Hamiltonian is
$$H(b)=H_0+bM,\qquad b=\mu_BB,\qquad M=\mathbf n\cdot(\mathbf L+g_e\mathbf S)/\hbar .$$
$M$ is dimensionless and $b$ is an energy. The diamagnetic term is of order $B^2$ and is dropped. The two polarizations act through $m_\pm=(m_u\pm im_v)/\sqrt2$, where $\mathbf m$ is the electric-dipole operator and $\mathbf u,\mathbf v$ are real unit vectors with $\mathbf u\times\mathbf v=\mathbf n$.

Time reversal $\Theta$ is antiunitary, $\langle\Theta\psi|\Theta\phi\rangle=\langle\phi|\psi\rangle$. It leaves $H_0$ and $\mathbf m$ alone, reverses $M$, and turns $i$ into $-i$:
$$\Theta H(b)\Theta^{-1}=H(-b),\qquad \Theta m_\pm\Theta^{-1}=m_\mp .$$
If $|a\rangle$ and $|j\rangle$ are eigenstates of $H(b)$, then $\Theta|a\rangle$ and $\Theta|j\rangle$ are eigenstates of $H(-b)$ with the same energies, hence the same Boltzmann weights, and
$$\langle\Theta j|m_-|\Theta a\rangle=\langle\Theta j|\Theta m_+a\rangle=\langle j|m_+|a\rangle^* .$$
Every left-circular line at field $b$ is a right-circular line of equal strength and position at field $-b$. Therefore $\Delta\sigma(-b)=-\Delta\sigma(b)$. The signal vanishes at zero field (natural circular dichroism lies beyond the electric-dipole approximation) and starts linearly in $b$.

A linear term needs an energy to divide $b$ by, and an absorption band offers three. The band width $w$ measures how much a shift of the line matters; a shifted line differs from an unshifted one by the derivative of its shape $f(E)$. The gap $\Delta$ to other electronic levels measures how much the field alters the states and so the line strengths; that changes the height of $f$. The thermal energy $k_BT$ measures how unequally the sublevels of the initial level are filled; that also changes the height of $f$. With $f$ normalized, $\int f\,dE=1$, the linear signal must be
$$\frac{\Delta\sigma}{E}=K\,b\left[A_1\left(-\frac{\partial f}{\partial E}\right)+\left(B_0+\frac{C_0}{k_BT}\right)f\right],\tag{1}$$
provided one shape $f$ serves all sublevel transitions. $A_1$ and $C_0$ are squared dipole moments, $B_0$ is a squared dipole moment per energy, and since $Ef$ is dimensionless $K$ has the unit $\mathrm{C^{-2}}$. The ratios $b/w$ and $b/\Delta$ stay small in the example of section 10, but $b/k_BT$ exceeds one at helium temperature. There the term $bC_0/k_BT$ must be replaced by a bounded odd function of $b/k_BT$. Symmetry fixes this much; $K$, the signs, the three coefficients and the odd function have to be calculated.

## 2. The prefactor and the handedness

Write the light field as $\boldsymbol{\mathcal E}(t)=\mathcal E_0\,\mathrm{Re}[\mathbf e\,e^{-i\omega t}]$ with $\mathbf e^*\cdot\mathbf e=1$. The time average of $\mathcal E^2$ is $\mathcal E_0^2/2$ for any such $\mathbf e$, so the intensity is $I=\varepsilon_0c\,\mathcal E_0^2/2$. For $\mathbf e_L=(\mathbf u+i\mathbf v)/\sqrt2$ the field is $(\mathcal E_0/\sqrt2)(\mathbf u\cos\omega t+\mathbf v\sin\omega t)$. It turns from $\mathbf u$ towards $\mathbf v$, counterclockwise for an observer facing the source. This is called left circular here, and $\mathbf e_R=\mathbf e_L^*$.

The interaction is $-\mathbf m\cdot\boldsymbol{\mathcal E}=-\tfrac12\mathcal E_0(\mathbf m\cdot\mathbf e\,e^{-i\omega t}+\mathbf m\cdot\mathbf e^*e^{i\omega t})$. For an upward transition $a\to j$ only the first term is resonant. First-order perturbation theory with detuning $\eta=\omega_{ja}-\omega$ gives
$$|c_j(t)|^2=\frac{\mathcal E_0^2}{4\hbar^2}|\langle j|\mathbf m\cdot\mathbf e|a\rangle|^2\,\frac{\sin^2(\eta t/2)}{(\eta/2)^2}\;\to\;\frac{\mathcal E_0^2}{4\hbar^2}|\langle j|\mathbf m\cdot\mathbf e|a\rangle|^2\,2\pi t\,\delta(\eta),$$
because the last factor is a peak of area $2\pi t$ in $\eta$ that narrows as $t$ grows. With $\delta(\eta)=\hbar\,\delta(E-E_{ja})$ the rate is $(\pi\mathcal E_0^2/2\hbar)|\langle j|\mathbf m\cdot\mathbf e|a\rangle|^2\delta(E-E_{ja})$. The cross-section is absorbed power over intensity, rate times $E$ over $I$. Replacing the delta function by the line shape, weighting initial states by populations $p_a$, and noting $\mathbf m\cdot\mathbf e_L=m_+$, $\mathbf m\cdot\mathbf e_R=m_-$,
$$\sigma_{L,R}=K E\sum_{a,j}p_a|\langle j|m_\pm|a\rangle|^2f(E-E_{ja}),\qquad K=\frac{\pi}{\varepsilon_0\hbar c}=1.12229\times10^{37}\ \mathrm{C^{-2}} .\tag{2}$$
The upper levels are taken as empty, so stimulated emission is absent.

With $\mathbf n$ as the $z$ axis, $[L_z,x]=i\hbar y$ and $[L_z,y]=-i\hbar x$ give $[L_z,x+iy]=\hbar(x+iy)$. So $m_+$ raises the angular momentum along $\mathbf n$ by $\hbar$: left-circular light carries positive helicity.

Two limits check this stage. A classical electron bound with frequency $\omega_0$ and damping $\gamma$ has amplitude $|x|=e\mathcal E_0/(m_e|\omega_0^2-\omega^2-i\gamma\omega|)$ and dissipates $\tfrac12\gamma m_e\omega^2|x|^2$, so $\sigma=e^2\gamma\omega^2/\{m_e\varepsilon_0c[(\omega_0^2-\omega^2)^2+\gamma^2\omega^2]\}$. Equation (2) with the oscillator matrix element $e^2\hbar/2m_e\omega_0$ gives the area $\int\sigma\,dE=K\hbar\omega_0\,e^2\hbar/2m_e\omega_0=\pi e^2\hbar/2m_e\varepsilon_0c$. The program integrates the classical curve numerically and asserts that the areas agree. It also integrates the Schrödinger equation of an s and a p shell in the real rotating field and asserts that the state of angular momentum $+\hbar$ is filled at the Rabi rate set by $m_+$, while the state $-\hbar$ stays nearly empty. The program and its output are printed after this text.

Two abbreviations are used from here on. The circular difference of one line is
$$\Delta D_{ja}=|\langle j|m_+|a\rangle|^2-|\langle j|m_-|a\rangle|^2,$$
and the dipole strength of the band $A\to J$, with $d$ the degeneracy of $A$, is
$$D_0=\frac1{2d}\sum_{a,j}\left(|\langle j|m_+|a\rangle|^2+|\langle j|m_-|a\rangle|^2\right),$$
so that the mean absorption at zero field is $(\sigma_L+\sigma_R)/2E=KD_0f$.

## 3. First case: s to p without spin

The ground state $|s\rangle$ has $M=0$. The states $|p_{\pm1}\rangle$ lie at $E_0\pm b$. The operator $m_+$ connects $s$ only to $p_{+1}$ and $m_-$ only to $p_{-1}$, each with squared matrix element $\mathsf d^2$, so $D_0=\mathsf d^2$. If the field moves each line without deforming it, which is the rigid-shift assumption,
$$\frac{\Delta\sigma}{KE}=\mathsf d^2\left[f(E-E_0-b)-f(E-E_0+b)\right]=2b\,\mathsf d^2\left(-f'\right)+O(b^3f''').$$
Comparison with (1) gives $A_1/D_0=2$, $B_0=C_0=0$. The sign reads as follows: left light reaches the sublevel that has moved up, so $\Delta\sigma$ is positive on the high-energy side, where $-f'>0$. There is no C term because the ground state is single, and no B term because $M$ commutes with $H_0$ in this space and mixes nothing.

In the opposite limit $b\gg w$ the bracket is two resolved lines of opposite sign and the expansion is useless. Two moments, however, hold at any $b$: $\int\Delta\sigma/KE\,dE=0$ and $\int(E-E_0)\,\Delta\sigma/KE\,dE=2b\,\mathsf d^2$.

## 4. Second case: ²S to ²P with spin–orbit coupling

Add spin and a term $\zeta\,\mathbf l\cdot\mathbf s$ in the p shell ($\mathbf l,\mathbf s$ in units of $\hbar$). Write $g=g_e$ in this section. The ground level is the doublet $s_\uparrow,s_\downarrow$ with $M=\pm g/2$.

The upper states follow from $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$. The state $|1\uparrow\rangle$ is an eigenstate with value $\tfrac12$. In the pair $\{|0\uparrow\rangle,|1\downarrow\rangle\}$ the diagonal elements are $0$ and $-\tfrac12$ and the off-diagonal one is $\tfrac12\sqrt2$. The eigenvalues solve $\lambda(\lambda+\tfrac12)=\tfrac12$, so $\lambda=\tfrac12$ or $-1$, with
$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}|0\uparrow\rangle+\sqrt{\tfrac13}|1\downarrow\rangle,\qquad|\tfrac12,\tfrac12\rangle=-\sqrt{\tfrac13}|0\uparrow\rangle+\sqrt{\tfrac23}|1\downarrow\rangle .$$
${}^2P_{3/2}$ lies $\Delta=3\zeta/2$ above ${}^2P_{1/2}$. Since $M=g/2$ on $|0\uparrow\rangle$ and $1-g/2$ on $|1\downarrow\rangle$,
$$\langle\tfrac32,\tfrac12|M|\tfrac32,\tfrac12\rangle=\tfrac23\tfrac g2+\tfrac13(1-\tfrac g2)=\frac{2+g}6,\qquad\langle\tfrac12,\tfrac12|M|\tfrac12,\tfrac12\rangle=\tfrac13\tfrac g2+\tfrac23(1-\tfrac g2)=\frac{4-g}6,$$
$$\langle\tfrac32,\tfrac12|M|\tfrac12,\tfrac12\rangle=-\tfrac{\sqrt2}3\tfrac g2+\tfrac{\sqrt2}3(1-\tfrac g2)=-\tfrac{\sqrt2}3(g-1),$$
and $|\tfrac32,-\tfrac32\rangle=|{-1}\downarrow\rangle$ has $M=-1-g/2$.

The dipole does not touch the spin. From $s_\downarrow$, $m_+$ produces $|1\downarrow\rangle$ with strength $\mathsf d^2$, shared as $\tfrac23$ to $|\tfrac12,\tfrac12\rangle$ and $\tfrac13$ to $|\tfrac32,\tfrac12\rangle$; $m_-$ produces $|\tfrac32,-\tfrac32\rangle$ with strength $\mathsf d^2$. The lines from $s_\uparrow$ are the time-reversed ones. Hence $D_0=\tfrac14\cdot2\cdot\tfrac23\mathsf d^2=\mathsf d^2/3$ for ${}^2P_{1/2}$ and $D_0=\tfrac14\cdot2\cdot\tfrac43\mathsf d^2=2\mathsf d^2/3$ for ${}^2P_{3/2}$.

Populations come first. The lower sublevel $s_\downarrow$ has summed circular difference $\Delta D_{\rm low}=+\tfrac23\mathsf d^2$ for ${}^2P_{1/2}$ and $\tfrac13\mathsf d^2-\mathsf d^2=-\tfrac23\mathsf d^2$ for ${}^2P_{3/2}$; the upper sublevel has the opposite values. The energies $\mp gb/2$ give
$$p_\downarrow-p_\uparrow=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh x,\qquad x=\frac{gb}{2k_BT}.$$
The population part of the signal is $\Delta D_{\rm low}\tanh x\;f$. For small $x$ it is $b\,(g\Delta D_{\rm low}/2)f/k_BT$, so $C_0=\pm g\mathsf d^2/3$, that is $C_0/D_0=g$ for ${}^2P_{1/2}$ and $-g/2$ for ${}^2P_{3/2}$.

Shifts come next, at equal populations $\tfrac12$. Each line contributes $\tfrac12\Delta D_{ja}\,b(M_j-M_a)(-f')$, and the time-reversed line contributes the same because both factors change sign. For ${}^2P_{1/2}$,
$$A_1=\tfrac23\mathsf d^2\left(\frac{4-g}6+\frac g2\right)=\frac{4+2g}9\mathsf d^2,\qquad\frac{A_1}{D_0}=\frac{4+2g}3 .$$
For ${}^2P_{3/2}$,
$$A_1=\tfrac13\mathsf d^2\left(\frac{2+g}6+\frac g2\right)-\mathsf d^2\left(-1-\frac g2+\frac g2\right)=\frac{10+2g}9\mathsf d^2,\qquad\frac{A_1}{D_0}=\frac{5+g}3 .$$

Mixing is last. The field adds to $|\tfrac12,\tfrac12\rangle$ the component $b\,[-\tfrac{\sqrt2}3(g-1)]/(-\Delta)\,|\tfrac32,\tfrac12\rangle$. Its amplitude on $|1\downarrow\rangle$ becomes $\sqrt{2/3}+b\tfrac{\sqrt2}3\tfrac{g-1}\Delta\sqrt{1/3}$, and the square is $\tfrac23+\tfrac49b(g-1)/\Delta$, since $2\cdot\sqrt{2/3}\sqrt{1/3}\cdot\tfrac{\sqrt2}3=\tfrac49$. By the rule of section 1 the right-circular line from $s_\uparrow$ has the strength of this line at $-b$, namely $\tfrac23-\tfrac49b(g-1)/\Delta$, and it enters $\Delta\sigma$ with a minus sign. The average of the two is $\tfrac49b(g-1)\mathsf d^2/\Delta$. What ${}^2P_{1/2}$ gains of $|1\downarrow\rangle$, ${}^2P_{3/2}$ loses. So $B_0=\pm4(g-1)\mathsf d^2/9\Delta$, and $B_0/D_0=4(g-1)/3\Delta$ for ${}^2P_{1/2}$ and $-2(g-1)/3\Delta$ for ${}^2P_{3/2}$.

An exact result tests all six coefficients together. The first moment of the whole p band needs no diagonalization, because $\sum_jE_j|\langle j|\phi\rangle|^2=\langle\phi|H|\phi\rangle$. Measured from the s–p separation, the mean transition energy from $s_\downarrow$ is $-\zeta/2+b$ for $|1\downarrow\rangle$ and $+\zeta/2-b$ for $|{-1}\downarrow\rangle$ (the spin Zeeman energy is the same above and below). The difference is $2b-\zeta$; from $s_\uparrow$ it is $2b+\zeta$. The first moment is therefore
$$\mathsf d^2\left[2b-\zeta\tanh x\right]$$
at any field. From the coefficients, the zeroth moments of the two bands cancel, so the first moment is $b[A_1(\tfrac12)+A_1(\tfrac32)]-\Delta\,b\,[B_0(\tfrac12)+C_0(\tfrac12)/k_BT]$. The temperature-independent part is $b\mathsf d^2[(14+4g)/9-4(g-1)/9]=2b\mathsf d^2$, the spin-free value of section 3. The other part is $-\Delta\,b\,g\mathsf d^2/3k_BT=-\zeta x\,\mathsf d^2$, the linear term of $-\zeta\tanh x\,\mathsf d^2$. Both agree. With $\Delta=30$ zJ ($1\ \mathrm{zJ}=10^{-21}$ J) the program prints $A_1/D_0=2.6682$ and $2.3341$, $B_0/D_0=0.04455$ and $-0.02227\ \mathrm{zJ^{-1}}$, $C_0/D_0=2.0023$ and $-1.0012$, asserts that they equal the closed forms, and the sum reads $2.6682/3+2(2.3341)/3-30(0.04455)/3=2.000$.

The term $-\zeta\tanh x$ has a lesson of its own. Two C terms of opposite sign, closer together than the band width, look like a derivative, with $-\zeta\tanh x$ in the place of the $2b$ of section 3. This pseudo-A feature depends on temperature, and it vanishes with $\zeta$.

Symmetry has fixed the form (1) of the linear signal, the prefactor and handedness are set by (2), and the coefficients are known for s to p transitions with and without spin–orbit coupling. What remains is to derive the coefficients for a general band, to find when the rigid shift holds, and to treat a Kramers doublet at any $b/k_BT$.
